# Valence-edge states seen by photoemission but not by transfer curves

**Q.** Hard-x-ray photoemission on my amorphous In-Ga-Zn-O film shows a dense band of filled states just above the valence edge. The transfer curve of a transistor made from the same film fits well without any such band. Is one of the measurements wrong?

**A.** Not necessarily, because they respond to different things. Photoemission counts electrons. If $g(E)$ is the density of states, $f(E)$ its occupation and $R$ the instrumental broadening, the signal is

$$S(E)\propto\int g(E')\,f(E')\,R(E-E')\,dE' .$$

A filled state contributes wherever the Fermi level $E_F$ lies above it.

Take rough numbers: a gap of 3.1 eV and a band that falls smoothly from $g_0=4\times10^{20}$ cm⁻³eV⁻¹ at the valence edge to zero at $w=1.5$ eV above it. Halfway up, the density is $2\times10^{20}$. With a valence plateau of $5\times10^{22}$ cm⁻³eV⁻¹ recorded at $10^5$ counts per channel, the band gives

$$10^5\times\frac{2\times10^{20}}{5\times10^{22}}=400\ \text{counts}.$$

On a background of 100 counts, whose standard deviation is 10, that is plain to see. I have assumed equal photoemission cross sections for band and plateau, so 400 is an order-of-magnitude guide.

**Q.** Why does the gate not notice $3\times10^{20}$ states per cm³?

**A.** The gate senses charge. I take the states to be donor-like, neutral when filled, so only their holes count. Let $s$ be the energy below the top of the band, so that $g=g_0\sin^2(as)$ with $a=\pi/2w$, and let $E_F$ lie $\Delta$ above the top. A state at $s$ is empty with probability

$$1-f=\frac{1}{1+e^{(\Delta+s)/kT}}\simeq e^{-(\Delta+s)/kT}\qquad(\Delta\gg kT).$$

The integral over $s$ may run to infinity, since $w$ is 58 $kT$ at 300 K. With $\sin^2(as)=\tfrac12[1-\cos(2as)]$,

$$p=\frac{g_0}{2}e^{-\Delta/kT}\left[kT-\frac{kT}{1+4a^2k^2T^2}\right]
=g_0\,\frac{2a^2(kT)^3}{1+4a^2k^2T^2}\,e^{-\Delta/kT}.$$

The density of the band enters as a prefactor, its distance from $E_F$ as an exponent.

**Q.** How close does $E_F$ come while I can still measure a current?

**A.** Let $D=E_c-E_F$ be the depth of $E_F$ below the conduction edge. In a depleted film of thickness $d$ with nearly flat bands, the electron density is $n=N_ce^{-D/kT}$. With drain bias $V_D$, constant mobility $\mu$ and one value of $n$ for the whole channel (exact only for $eV_D\ll kT$),

$$I=e\mu\frac WL V_D\,n\,d=I_0e^{-D/kT},\qquad I_0=e\mu N_cd\,\frac WL V_D .$$

Setting $I$ equal to the measurement floor gives the depth of $E_F$ when the current is just measurable:

$$D_{\rm floor}=kT\ln\frac{I_0}{I_{\rm floor}} .$$

For $d=20$ nm, $\mu=10$ cm²/Vs, $W/L=10$, $V_D=0.1$ V and $N_c=5.0\times10^{18}$ cm⁻³, $I_0=1.59\times10^{-5}$ A. A floor of $10^{-13}$ A then gives

$$D_{\rm floor}=0.02585\ \text{eV}\times\ln(1.59\times10^8)=0.488\ \text{eV}.$$

A numerical solution of Poisson's equation with the same current formula, including donors and conduction-tail states ($10^{19}$ cm⁻³eV⁻¹ at the edge, slope 0.05 eV), gives the same to within 1 meV. Since 0.1 V is 3.9 $kT/e$, $n$ is not uniform along a depleted channel: it falls by about $e^{-eV_D/kT}$ from source to drain, and the $n$ in the formula is its average over that potential drop. At the floor $E_F$ is then 0.453 eV deep at the source and 0.552 eV deep at the drain, with 0.488 eV in between. I keep this single depth below. The top of the deep band is $3.1-1.5=1.60$ eV below the conduction edge. At the floor, therefore, $\Delta=1.11$ eV, or 43 $kT$, and $p$ is about $3\times10^{-3}$ cm⁻³. That is a statistical average, and it means practically no holes in the device.

**Q.** Can you turn that into a shift of my curve?

**A.** Yes, by comparing gate voltages at the same current. Write $u=(E_F-E_c)/e$, which rises and falls with the electrostatic potential, and let $x$ run from the gate oxide ($x=0$) to a field-free back surface ($x=d$). Then

$$\varepsilon u''=-\rho,\qquad V=u(0)-u_{\rm ref}+\frac{D_s}{C_{\rm ox}},\qquad D_s=-\int_0^d\rho\,dx .$$

Here $V$ is measured from flat band of the film without the deep band, where $u=u_{\rm ref}=-0.17$ V. $D_s$ is the electric displacement entering the film, and the last relation is Gauss's law.

Add a small, uniform hole charge $ep$. The displacement changes by $\delta D_s=-epd$. Integrating $\delta u''=-ep/\varepsilon$ with $\delta u'(d)=0$ gives

$$\delta u'=\frac{ep}{\varepsilon}(d-x),\qquad
\delta u(x)=\delta u(0)+\frac{ep}{\varepsilon}\left(xd-\frac{x^2}{2}\right).$$

The average of the last bracket over the film is $d^2/2-d^2/6=d^2/3$. At fixed current the total number of electrons is fixed. Near the floor the bands bend by only 11 mV, so $n$ varies by a factor of about 1.5 across the film. If that variation is neglected, the average of $\delta u$ must vanish to first order, so $\delta u(0)=-epd^2/3\varepsilon$. Hence

$$\delta V=\delta u(0)+\frac{\delta D_s}{C_{\rm ox}}=-epd\left(\frac1{C_{\rm ox}}+\frac{d}{3\varepsilon}\right).$$

For a film permittivity $\varepsilon=10\varepsilon_0$ and 100 nm of silicon dioxide, $C_{\rm ox}=0.0345$ µF/cm², and the shift at the floor is $-3\times10^{-20}$ V. At higher current $E_F$ is further from the band and $p$ is smaller still.

A shift that small cannot be resolved numerically, so the formula was tested with the same band raised rigidly towards the conduction edge. With its top at depth 0.60 eV, the full Poisson solution gives $-1.94$ mV and the formula $-1.91$ mV. At 0.70 eV they give $-0.0405$ and $-0.0399$ mV. Including the drop of $n$ along the channel changes the Poisson values to $-1.85$ and $-0.0406$ mV.

**Q.** So position matters more than density?

**A.** In this model, decisively. Put the top at depth 0.20 eV, keep the width, and reduce the density to one hundredth. The gate voltage at the current floor then moves by $-0.36$ V. At full density in that position, the current at $-5$ V is still $9\times10^{-11}$ A, about 900 times the floor: the gate spends its charge emptying traps, and the transistor has still not turned off at that voltage.

**Q.** But I can sweep well past turn-off. Won't $E_F$ eventually reach the real, deep band?

**A.** In an equilibrium calculation it does, and soon. The current reaches the floor at $V=-0.60$ V ($-0.56$ V when the drop of $n$ along the channel is included), and $E_F$ at the oxide surface meets the top of the band at $-1.80$ V. So $E_F$ stays clear of the band over the measurable part of the curve, but not in equilibrium at every gate voltage. The calculated electron current at the meeting point is $3\times10^{-32}$ A, so the curve could not report the event.

Beyond that point the band would pin $E_F$. At $-5$ V it has entered the band by 0.18 eV at the surface, with $6.7\times10^{11}$ trapped holes per cm². The voltage budget shows why it stops there:

- raising the bands at the surface takes $1.600+0.177-0.175=1.602$ V;
- the donors, $3\times10^{16}$ cm⁻³, take $eN_dd/C_{\rm ox}=0.28$ V;
- the trapped holes take $ep_{\rm sheet}/C_{\rm ox}=3.12$ V.

These add up to 5.00 V, and most of it goes into filling the band with holes.

**Q.** Does my device really reach that equilibrium during a sweep?

**A.** Not by thermal emission in the dark near room temperature. To become empty, a state must lose its electron. Consider emission to the conduction band. In equilibrium, emission from filled states balances capture by empty ones:

$$e_nf=\sigma v_{\rm th}n(1-f),$$

where $\sigma$ is the capture cross section and $v_{\rm th}$ the mean thermal speed. For a level at depth $D$ below the conduction edge, with degeneracy factor one, $(1-f)/f=e^{(E_t-E_F)/kT}$, while $n=N_ce^{(E_F-E_c)/kT}$. $E_F$ cancels in the product:

$$e_n=\nu e^{-D/kT},\qquad \nu=\sigma v_{\rm th}N_c .$$

I choose a large cross section, $10^{-13}$ cm², to favour emptying. With an electron mass of $0.34\,m_e$, $\nu=9.2\times10^{12}$ s⁻¹, and the top of the band, at $D=1.60$ eV, has an emission time of $8\times10^{13}$ s, over two million years.

**Q.** How deep does a 10 s sweep empty states?

**A.** Ignore recapture, which would only slow the process. The emptied fraction after time $t$ is $1-e^{-z}$, with $z=\nu te^{-D/kT}$. For levels spread evenly in energy, the equivalent emptied depth is the integral of this fraction over $D$. Since $dD=-kT\,dz/z$,

$$D_{\rm emp}=kT\int_0^{\nu t}\frac{1-e^{-z}}{z}\,dz .$$

Integrate by parts, using $\ln z$ as the integral of $1/z$. For $\nu t\gg1$ the boundary term is $\ln(\nu t)$, and the remaining term is $-\int_0^\infty e^{-z}\ln z\,dz=\gamma=0.577$, Euler's constant. Thus

$$D_{\rm emp}=kT[\ln(\nu t)+\gamma]=0.02585\,(32.15+0.58)=0.85\ \text{eV}.$$

The deep band begins 0.75 eV further down. If emission is the only way out, it stays filled and neutral, so it cannot pin anything. The film potential follows the gate instead: at $-5$ V the bands rise by $5.00-0.28=4.72$ eV from flat band. The contact Fermi level then lies below the deep states on the energy diagram, but it no longer describes their occupation.

**Q.** Could the strong field near the contacts pull the electrons out?

**A.** At $-5$ V it helps, but not enough on this estimate; at much more negative gate voltage it can succeed. In a thin film the potential step at a contact decays over roughly $\lambda=\sqrt{\varepsilon d/C_{\rm ox}}=72$ nm, from balancing lateral flux $\varepsilon d\,u''$ against gate coupling $C_{\rm ox}u$. This gives an edge field of about $4.72\ \text{V}/72\ \text{nm}=0.66$ MV/cm. It is only a rough guide, because $\lambda$ is shorter than the oxide is thick, and the field can be higher right at a sharp contact corner.

An electron leaving a positive centre sees the barrier $-A/r-Fr$, with $A=e/4\pi\varepsilon_{\rm opt}$. Its maximum, at $r=\sqrt{A/F}$, is lowered by $2\sqrt{AF}\simeq0.31$ eV for $\varepsilon_{\rm opt}=4\varepsilon_0$. Allowing for thermally assisted tunnelling, the emission time at this field is of order $10^8$ s, which is still years. It falls steeply with field: the same estimate gives $10^5$–$10^6$ s at $-10$ V, seconds at $-15$ V and about a millisecond at $-20$ V. In a sweep that far negative, states close to the contact edges may empty, although those in the rest of the channel see no such field.

Thermal injection of a hole from the contact into the band top costs 1.43 eV. With an attempt rate of $10^{13}$ s⁻¹ it takes about $9\times10^{10}$ s. Image-force lowering of the barrier, about 0.15 eV at this field, shortens that to about $2\times10^8$ s. Hole tunnelling from the contact and hopping through the band are not included.

**Q.** When would the band show up electrically?

**A.** When something empties it. At 353 K emission from the top still takes $5\times10^9$ s, but at about 490 K it takes 1000 s. Light can also empty it, without heating, if the photons have enough energy: the threshold wavelength is 775 nm for the band top and 528 nm for mid-band. A uniform hole density of $C_{\rm ox}(1\,\text{V})/ed=1.1\times10^{17}$ cm⁻³ shifts the curve by about 1 V, and that is only 0.04% of the band.

**Q.** Could photoemission, in turn, see the states that control my transistor?

**A.** Not at these count rates. With 0.25 eV resolution and, again, equal cross sections, the filled states around $E_F$ give 0.16 counts per channel against a background of 100. A dense band there would be visible, but states this sparse are lost in the background. The gate, for its part, responds to sparse states near $E_F$ but not to the dense band far below it.

**Q.** How far should I trust this for a real film?

**A.** The gap, mobility and thicknesses are typical of such transistors, and a band of order $10^{20}$ cm⁻³ reaching about 1.5 eV above the valence edge is a rough but realistic choice. Real mobility varies with gate voltage. A tenfold error in it moves $D_{\rm floor}$ by $kT\ln10=0.06$ eV, small beside the 1.11 eV separation. The sharp upper edge matters more: a weak tail extending to within about 0.5 eV of the conduction edge could be seen electrically even if photoemission missed it. I have also used one depth for photoemission, light and thermal emission. A deep centre that relaxes on losing its electron has a thermal depth smaller than the one photoemission shows: 0.5 eV of relaxation would cut the emission time of the band top to $3\times10^5$ s, and 0.75 eV to about 20 s, unless a capture barrier offsets it. Finally, part of your photoemission band may belong to the surface. For an escape depth of 10 nm, 79% of the signal from the 20 nm film comes from below the top 2 nm, against 45% for 2.5 nm, so hard x rays reduce that ambiguity without removing it.

## Calculated quantities

```
Temperature 300 K, kT = 0.02585 eV
Gap 3.1 eV; mass 0.34 m_e; Nc = 4.975e+18 cm^-3
Film 20 nm, oxide 100 nm; relative permittivities 10.0, 3.9
Oxide capacitance = 0.03453 uF/cm2
Mobility 10 cm2/Vs; W/L 10; drain bias 0.1 V; current floor 1e-13 A
Donor density 3.0e+16 cm^-3
Conduction tail 1.0e+19 cm^-3 eV^-1, slope 0.05 eV
Deep band: peak 4.0e+20 cm^-3 eV^-1, width 1.5 eV
Deep band total = 3.00e+20 cm^-3; top depth 1.60 eV
Flat-band Fermi depth = 0.1745 eV
Current prefactor I0 = 1.594e-05 A
Fermi depth at floor: formula 0.4883, Poisson 0.4885 eV
Gate voltage at floor = -0.5991 V
Fermi level above deep band at floor = 1.112 eV = 43.0 kT
Deep-band holes at floor = 3.18e-03 cm^-3
Deep-band voltage shift, formula = -3.03e-20 V
Band top raised to 0.60 eV: shift Poisson -1.9366, formula -1.9099 mV
Band top raised to 0.70 eV: shift Poisson -0.0405, formula -0.0399 mV
Current at +10 V = 2.887e-06 A; surface u = 0.038 V
1% band, top at 0.20 eV: floor shift -0.356 V
Full band, top at 0.20 eV: current at -5 V = 9.12e-11 A
Equilibrium: surface E_F meets deep band at -1.795 V
Equilibrium electron current there = 3.08e-32 A
Equilibrium at -5 V: E_F enters band by 0.177 eV
Equilibrium at -5 V: trapped holes = 6.72e+11 cm^-2
Capture cross section 1e-13 cm2; nu = 9.18e+12 s^-1
Depth emptied in 10 s = 0.846 eV
Emission time from band top, 300 K = 8.24e+13 s
Deep states emptied in sweep = 1.83e+03 cm^-3
Emission time from band top, 353 K = 5.48e+09 s
Temperature for 1000 s emission = 492 K
Frozen film at -5 V: band lift from contact level = 4.55 eV
Lateral screening length = 71.6 nm; edge field = 0.635 MV/cm
Field lowering 0.302 eV (optical permittivity 4); assisted time 6.86e+08 s
Hole injection: barrier 1.425 eV, attempt 1e+13 s^-1, time 8.86e+10 s
Oxide field at +10 V = 0.979 MV/cm
Photoemission valence plateau 5.0e+22 cm^-3 eV^-1, resolution 0.25 eV
Counts per channel: plateau 100000, background 100
Counts from deep band 0.75 eV above valence edge = 400.0
Counts from filled states at E_F = 0.158
Detected above 5 sigma: deep band 1.0000, E_F states 0.0000
Signal below top 2 nm, hard x rays, escape 10.0 nm: 0.790
Signal below top 2 nm, soft x rays, escape 2.5 nm: 0.449
Light threshold: band top 775 nm, mid-band 528 nm
Emptied density for 1 V shift = 1.08e+17 cm^-3, fraction 3.59e-04
```
